Exact Downfolding by Sylvester Iteration: Choosing Solver, Tolerance and Branch

**What the setting controls**

Second-order downfolding can put a band in the wrong place without any warning. In the two-layer boron nitride model treated below, it misplaces a valence level at the M point by 0.17 eV. Iterating the same formula cures this at M, but at Γ it leaves an error measure of 8 eV after 500 steps. There is also a quieter failure: the decoupling equation can be satisfied to rounding error while the returned levels belong to the wrong bands.

A program that offers "exact" or "iterative" downfolding therefore leaves three decisions to the user: the solver, the stopping tolerance and the bands to be followed. Each can be settled from the equation being solved.

**The decoupling equation**

Let H be a finite Hermitian matrix in an orthonormal basis. Split the basis into n_A kept states, block A, and n_B removed states, block B. Write W = H_BA, so that H_AB = W†. We look for an n_B × n_A matrix X that supplies the removed components of a state from its kept components c. The full state is then (c; Xc), the semicolon separating the upper and lower parts of a column.

These states must form a space that H maps into itself:

H (1; X) = (1; X) H_eff.

The upper row gives

H_eff = H_AA + W†X.

The lower row reads W + H_BB X = X H_eff. Inserting H_eff gives

R(X) = W + H_BB X − X H_AA − X W†X = 0.

Conversely, R = 0 makes both rows true. If H_eff c = λc, then H(c; Xc) = λ(c; Xc), so λ is an exact eigenvalue of the given H. "Exact" refers to this finite matrix, not to the material it represents.

The other levels follow from the change of basis T = [[1, 0], [X, 1]]. For any X,

T⁻¹HT = [[H_eff, W†], [R, K]],  K = H_BB − XW†.

When R = 0 this is block triangular, so H_eff and K together carry the whole spectrum.

The equation has many solutions. Take any n_A independent eigenvectors of H and put their A and B parts into the columns of C_A and C_B. If C_A is invertible, X = C_B C_A⁻¹ describes their span and solves R = 0. A small residual therefore shows that some bands have been decoupled, not which ones.

**The plain solver and second-order theory**

Moving the quadratic term to the right gives the plain iteration, started from X = 0:

H_BB X₊ − X₊ H_AA = −W + X W†X.

This is a Sylvester equation: linear in X₊, with one matrix acting from each side. It has a unique solution when H_AA and H_BB share no eigenvalue. In the basis where both blocks are diagonal, with energies E_a and E_b, the first step is

X_ba = W_ba/(E_a − E_b),

and the effective matrix becomes

(H_eff)_aa′ = E_a δ_aa′ + Σ_b W*_ba W_ba′/(E_a′ − E_b).

This is second-order Löwdin theory in a form that is not Hermitian, because only E_a′ appears. To restore symmetry, let G = 1 + X†X be the overlap matrix of the columns of (1; X), and form G^½ H_eff G^−½. To second order this adds ½(X†X H_AA − H_AA X†X), whose element is

½ Σ_b W*_ba W_ba′ (E_a′ − E_a)/[(E_a − E_b)(E_a′ − E_b)]
= ½ Σ_b W*_ba W_ba′ [1/(E_a − E_b) − 1/(E_a′ − E_b)].

Added to the first expression, it replaces 1/(E_a′ − E_b) by the average of the two inverse denominators, which is the usual Hermitian formula. Choosing "second order" thus means stopping after one plain step.

**When the plain solver is safe**

Let d be the smallest distance between an eigenvalue of H_AA and one of H_BB. Let s be the largest singular value of W, and f its Frobenius norm (the root of the sum of squared moduli). In the diagonal basis the Sylvester solve divides each element by E_b − E_a, so it enlarges a Frobenius norm by at most 1/d.

If ‖X‖_F ≤ r, the next iterate obeys

‖X₊‖_F ≤ (f + s r²)/d.

The iterate stays within r if s r² − d r + f = 0. The smaller root is

r = [d − √(d² − 4fs)]/(2s).

For two matrices X and Y in this ball,

XW†X − YW†Y = (X − Y)W†X + YW†(X − Y),

so one step multiplies their distance by at most

q = 2sr/d = 1 − √(1 − 4fs/d²).

Hence 4fs < d² guarantees convergence.

The same condition fixes the branch. Multiply W by τ and raise τ from 0 to 1; the condition holds throughout. The change of R for a small change D of X is

L(D) = H_BB D − D H_AA − D W†X − X W†D = K D − D H_eff.

After division by the energy differences, the two terms containing W have norm at most q < 1 relative to D. L is therefore invertible, X varies continuously with τ, and K and H_eff never share an eigenvalue. The kept levels grow out of those of H_AA without meeting a removed level. If H_AA starts wholly below H_BB, they are the lowest n_A levels of H.

The condition is sufficient but not necessary, as two levels show. For H = [[0, w], [w, d]] with w, d > 0, the equation is w + dx − wx² = 0, and its lower-level root is

x = −[√(d² + 4w²) − d]/(2w).

The iteration is x₊ = (−w + wx²)/d. Its slope at this root is 2wx/d, so each step finally multiplies the error by a factor of size

ρ = √(1 + 4w²/d²) − 1.

This is below one when w/d < √3/2 = 0.866. At the other root the slope is 1 + √(1 + 4w²/d²) > 1, which repels. Above the threshold neither root attracts. In numerical tests started from zero, the iteration converged at w/d = 0.85 and failed at 0.88.

**The Newton solver**

Newton's method keeps the linear part of the quadratic term. Expanding without approximation,

R(X + D) = R(X) + K D − D H_eff − D W†D.

Choose D to cancel the first three terms:

K D − D H_eff = −R(X).

The new residual is then −D W†D, of norm at most s‖D‖₂², where ‖ ‖₂ is the largest singular value. Near a solution with invertible L, D is proportional to the old residual, so the residual is roughly squared at each step.

At a solution, the eigenvalues of L are the differences between removed and kept exact levels. Newton's method therefore becomes ill-conditioned where a kept band approaches a removed one, and at a touching the division by energy is itself ambiguous. A smaller tolerance does not help; enlarge block A until a gap separates the kept bands from the removed ones.

For two levels, Newton's method from x = 0 converges at any coupling. The first step reaches x = −w/d, where R = −w³/d² < 0. For negative x, R rises with x and is concave, so its tangent lies above it. Each later step moves to the right without passing the root, and the sequence must converge to it. This proof does not extend to general matrices.

**A safe route for ordered blocks**

Suppose every eigenvalue of H_AA lies below every eigenvalue of H_BB, with gap d. For an energy E in this gap, eliminating block B from H − E leaves

H_AA − E − W†(H_BB − E)⁻¹W.

This is negative definite, while H_BB − E is positive definite. Elimination preserves the numbers of positive and negative eigenvalues, so n_A exact levels lie below E at any coupling, and the gap stays open.

The lower-branch X also exists. If C_A were singular, the lower space would contain a state (0; b). Its mean energy would lie at or above the bottom of H_BB, although every state of the lower space has mean energy at or below the top of H_AA.

The size of X is limited too. Let a and b be unit vectors with Xa = xb and X†b = xa, where x is the largest singular value. Put ω = b†Wa and δ = b†H_BB b − a†H_AA a ≥ d. Then b†Ra = 0 gives

ω + xδ − x²ω* = 0.

The imaginary part shows that ω is real, and the real part is ω(1 − x²) = −xδ. The value x = 1 is impossible because δ > 0. Since x starts from zero as the coupling is switched on, it stays below one. With x = tan θ,

tan 2θ = 2x/(1 − x²) = 2|ω|/δ ≤ 2s/d,

and therefore

‖X‖₂ ≤ tan[½ arctan(2s/d)] < 1.

If direct Newton iteration fails, raise W in steps and start each solve from the previous X. The open gap keeps L invertible along the path, so sufficiently small steps succeed. In a test with a random coupling between 3 kept and 4 removed states at s/d = 3, forty equal steps followed the lowest three levels and ended at ‖X‖₂ = 0.80.

No other branch can satisfy this bound. Let E_A be the top of H_AA and E_B the bottom of H_BB. Any other solution has among its kept states an exact state (c; y), with y = Xc, whose level λ is at or above E_B. The two rows of its eigenvalue equation give

c†W†y = c†(λ − H_AA)c,  y†Wc = y†(λ − H_BB)y.

The left sides are complex conjugates and the right sides are real, so all are equal. Hence (λ − E_A)‖c‖² ≤ (λ − E_B)‖y‖². Since λ − E_A > λ − E_B ≥ 0 and c is not zero, ‖y‖ > ‖c‖, and therefore ‖X‖₂ > 1.

The norm has a direct meaning: a kept state can have at most the fraction x²/(1 + x²) of its weight in block B.

**What the tolerance guarantees**

Stop at any X and let H_eff c = λc. The upper row of (H − λ)(c; Xc) vanishes and the lower row is Rc. Expanding (c; Xc) in eigenvectors of H shows that the distance from λ to the nearest exact level is at most

‖Rc‖/‖(c; Xc)‖ ≤ ‖R‖₂.

A residual tolerance in eV is thus a bound on the level error in eV. It does not say which exact level is nearest, or that two returned levels belong to different exact ones.

A better estimate comes from the same X. Solve the Rayleigh–Ritz problem

F c = εGc,  F = (1; X)†H(1; X).

Write the trial space as the exact kept space plus a small admixture Z of its orthogonal complement. H has no elements between these two spaces, so F and G change by terms in Z†Z, and the error of ε is second order. The error of H_eff is in general first order. At M, a tenfold reduction of the error in X reduced the two level errors by factors of 100 and 10.

Since H(1; X) = (1; X)H_eff + (0; R), we also have F = G H_eff + X†R. At R = 0, G H_eff is Hermitian, and so is G^½ H_eff G^−½, which is the matrix to export when later steps assume an orthonormal basis. The lower row of the eigenvalue equation gives (E − H_BB)Xc = Wc. Where the inverse exists, this recovers the energy-dependent Löwdin matrix H_AA + W†(E − H_BB)⁻¹W at each kept level.

**Worked example: bilayer hBN in a field**

Take one p_z orbital per atom in AA′ stacking, where each N faces a B of the other layer. Block A holds N1 and N2; block B holds B1 and B2. The on-site energies are −3.5 eV for N and +3.5 eV for B. The in-plane hopping is t = 2.5 eV and the interlayer hopping γ = 0.5 eV. A local field of 5 MV/cm, or 0.5 V/nm, across a spacing of 0.33 nm gives a layer bias of 0.165 eV, applied as ±0.0825 eV. Let g be the sum of the three in-plane bond phases. Then

W = [[−tg, γ], [γ, −tg*]],  d = 7 − 0.165 = 6.835 eV.

The diagonal elements of WW† are t²|g|² + γ², and the off-diagonal ones have modulus 2tγ|g|. The singular values of W are therefore |t|g| ± γ|.

At K, g = 0 and s = 0.5 eV. The plain solver needs 6 steps and Newton 3. The kept levels are −3.617 and −3.454 eV.

At M, |g| = 1, so the singular values are 3 and 2 eV and f = √13 = 3.606 eV. The safety measure is

4fs/d² = 4 × 3.606 × 3/6.835² = 0.926,

just inside the guarantee. The bound on the error factor is q = 0.73, while the measured factor is 0.32. The two-level formula at zero bias, with w = 3 eV and d = 7 eV, gives √(1 + 36/49) − 1 = 0.317, so here the guarantee is pessimistic.

With g = 0.500 − 0.866i, the converged column of X for N1 is (0.1589 − 0.2752i; −0.0532). The first diagonal element of H_eff is the biased N1 energy plus the first row of W† times this column:

−3.4175 − 2.5(0.500 + 0.866i)(0.1589 − 0.2752i) + 0.5(−0.0532)
= −3.4175 − 0.7944 − 0.0266 = −4.2385 eV.

The second diagonal element is −4.4025 eV, and the product of the off-diagonal elements is 0.0837 eV². The levels are

−4.3205 ± √(0.0820² + 0.0837) = −4.020 and −4.621 eV,

in agreement with full diagonalization.

After one plain step at M, the residual is 0.55 eV, the largest H_eff error 0.17 eV and the largest Ritz error 0.023 eV. After six steps they are 1.8 × 10⁻³, 5.9 × 10⁻⁴ and 2.8 × 10⁻⁷ eV. Newton reaches a residual below 10⁻¹² eV in 4 steps, against 23 plain steps to below 10⁻¹¹ eV.

The wrong branch at M has a residual near 10⁻¹⁴ eV but returns +4.020 and +4.621 eV. Its norm, 3.77, exceeds the lower-branch bound of 0.377 and so exposes it.

At Γ, |g| = 3 and s = 8 eV. At zero bias both diagonal blocks are multiples of the unit matrix, so the singular vectors of W split the iteration into independent two-level problems. The largest ratio is 8/7 = 1.14, above 0.866. The threshold is at |g| = (0.866 × 7 − 0.5)/2.5 = 2.22; zero-field tests 3 per cent below and above it converged and failed. With the bias on, the plain solver also fails at Γ.

Newton converges there in 6 steps, although its residual first rises from 8 to about 10 eV. The first correction has norm near 8/7, and s‖D‖₂² = 8 × (8/7)² = 10.4 eV. An early rise is therefore no reason to abort. The kept levels are −8.740 and −7.819 eV. Since ‖X‖₂ = 0.654, up to 0.654²/(1 + 0.654²) = 30 per cent of a kept state's weight lies on boron.

**How the model compares with real hBN**

The parameters are rough values in the range of hBN, and the field is half of a rough breakdown field of 10 MV/cm. The decoupling error can be made negligible, but the model error cannot. With the hoppings held fixed and energies measured from midgap, a neighbour overlap of 0.1 moves the upper valence level by 0.18 eV at M and 1.6 eV at Γ. A second-neighbour N–N matrix element of +0.1 eV moves it by −0.19 and +0.43 eV; the opposite sign nearly reverses both shifts. With fixed hoppings, the overlap thus has the larger effect at Γ. The order depends on how the model is fitted: if t is readjusted to keep the upper valence level at M, the shifts at Γ become about 0.8 eV for the overlap and 1.5 eV for the second-neighbour term.

Optical use also requires electron–hole attraction. A variational estimate with a screening length of 1.6 nm and the single-layer mass gives a binding of about 1.3 eV. Its trial length of 0.48 nm is only about two lattice constants, so the effective-mass treatment is crude. The thermal energy at 300 K, 0.026 eV, is small beside the band separation. An electron's potential energy changes by 0.33 eV across the film, taken as two spacings (0.66 nm) thick, far below the 7 eV splitting. With the free-electron mass, direct tunnelling through a 3.5 eV barrier has an estimated transmission of 4 × 10⁻⁶. Half that mass would raise it to about 2 × 10⁻⁴. The model's own hoppings point higher: for a stack at K, midgap and zero bias, the decay constant κ per layer spacing c obeys sinh(κc) = 3.5 eV/(2γ) = 3.5, which gives e^(−4κc) ≈ 4 × 10⁻⁴ for two layers. The 3.5 eV barrier also assumes that the contact Fermi level lies at midgap; a 1.5 eV barrier with half the free mass gives about 4 × 10⁻³. The transmission is thus uncertain by about three orders of magnitude. The model omits this leakage. Sigma bands and nearly free-electron states are absent too, so the Γ results test the solver and do not predict the real band energies there.

**Choosing the setting**

- **Second order** is adequate when the residual after one step is below the level error you can accept. This bound applies to the eigenvalues of the one-step H_eff; those of the symmetrized second-order formula differ from them by terms of fourth order in W. Otherwise iterate, or at least take the Ritz values.
- **Plain iteration** is guaranteed for 4fs < d². It reuses one diagonalization of each block, so its steps are cheap. Watch the residual over several steps: if it shows no overall decrease, change to Newton. A single ratio of successive residuals can mislead, because a failing iteration may cycle. At Γ the ratio keeps repeating the values 1.30, 0.91, 0.75 and 1.14.
- **Newton** suits strong coupling with separated bands. Each step has new coefficient matrices and costs more. For ordered blocks, add coupling steps if it fails from zero.
- **Tolerance:** set ‖R‖₂ to the largest level error you can accept.
- **Branch:** for ordered blocks, check ‖X‖₂ against its bound. Otherwise compare with selected eigenvectors of H, or follow X from weak coupling in small steps, which is reliable while kept and removed levels stay apart and X stays finite. Make the check at every k-point used.

The numerical output below gives the levels at all three k-points and the Newton residual histories at M and Γ.

Calculated quantities

```
Inputs: splitting 7.00 eV, in-plane hopping 2.50 eV, interlayer 0.50 eV
Inputs: a 0.250 nm, spacing 0.330 nm, field 5.0 MV/cm; layer bias 0.1650 eV
Strong random test: s/d 3.000, norm X 0.8023
K: |bond sum| 0.000, d 6.8350 eV, s 0.5000 eV, f 0.7071 eV, 4fs/d^2 0.0303
K: plain steps 6, residual 3.67e-13 eV; Newton steps 3, residual 1.2e-16 eV
K: Heff eigenvalues -3.617224, -3.453883 eV; max error 1.3e-15 eV
K: upper levels 3.453883, 3.617224 eV; norm X 0.07277, bound 0.07277
M: |bond sum| 1.000, d 6.8350 eV, s 3.0000 eV, f 3.6056 eV, 4fs/d^2 0.9261
M: plain steps 23, residual 6.21e-12 eV; Newton steps 4, residual 4.3e-13 eV
M: Heff eigenvalues -4.621211, -4.019705 eV; max error 1.4e-13 eV
M: upper levels 4.019705, 4.621211 eV; norm X 0.36994, bound 0.37665
Gamma: |bond sum| 3.000, d 6.8350 eV, s 8.0000 eV, f 10.6301 eV, 4fs/d^2 7.2814
Gamma: plain steps 500, residual 8.04e+00 eV; Newton steps 6, residual 8.9e-16 eV
Gamma: Heff eigenvalues -8.739572, -7.818791 eV; max error 0.0e+00 eV
Gamma: upper levels 7.818791, 8.739572 eV; norm X 0.65402, bound 0.66024
M bond sum: 0.50000-0.86603j
M X row B1 (N1, N2): 0.15887-0.27517j, -0.05120+0.00000j
M X row B2 (N1, N2): -0.05320+0.00000j, 0.15887+0.27517j
M Heff row N1: -4.23846-0.00000j, 0.14344+0.24844j eV
M Heff row N2: 0.14593-0.25276j, -4.40246-0.00000j eV
M plain step 1: residual 5.511e-01, Heff error 1.738e-01, Ritz error 2.313e-02 eV
M plain step 2: residual 1.839e-01, Heff error 5.908e-02, Ritz error 2.850e-03 eV
M plain step 3: residual 5.727e-02, Heff error 1.825e-02, Ritz error 2.664e-04 eV
M plain step 4: residual 1.828e-02, Heff error 5.831e-03, Ritz error 2.738e-05 eV
M plain step 5: residual 5.791e-03, Heff error 1.845e-03, Ritz error 2.735e-06 eV
M plain step 6: residual 1.839e-03, Heff error 5.859e-04, Ritz error 2.759e-07 eV
M Newton residuals from step 0: 3.0e+00, 5.5e-01, 1.0e-02, 3.5e-06, 4.3e-13 eV
Gamma Newton residuals from step 0: 8.0e+00, 1.0e+01, 1.4e+00, 4.3e-02, 4.8e-05, 6.0e-11, 8.9e-16 eV
M plain rate: linearised 0.3174, measured 0.3184, guaranteed bound 0.7282
M norm of Heff minus its adjoint: 0.00498 eV; after metric transform 8.4e-15 eV
Error ratio for tenfold change of X error: Heff 9.99, Ritz 99.97
M wrong branch: residual 1.2e-14 eV, norm X 3.7658, levels 4.01970, 4.62121 eV
Zero-field plain threshold: |bond sum| 2.2249
Rough inputs: second hopping 0.10 eV, overlap 0.10, screening length 1.60 nm
M upper valence shift: second hopping -0.1869 eV, overlap 0.1775 eV
Gamma upper valence shift: second hopping 0.4294 eV, overlap 1.6103 eV
Exciton estimate: reduced mass 0.455 m_e, binding 1.278 eV, trial length 0.481 nm
Thermal energy at 300 K: 0.02585 eV
Field / rough breakdown field (10 MV/cm): 0.50; film drop 0.330 V
Direct tunnelling estimate: barrier 3.50 eV, thickness 0.66 nm, transmission 4.34e-06
```
